# Current power law for breaking a surface bond by vibrational ladder climbing, part 2

Tunnelling electrons and heat move a bond up and down a ladder of vibrational levels $n=0,1,2,\dots$. The bond starts in level 0 and breaks on first arrival at level $N$. The question is how the breaking rate depends on the current $I$ at fixed bias voltage $V$.

The vibration is a harmonic oscillator of angular frequency $\omega$, with quantum $\hbar\omega$. Electrons and solid couple linearly to its displacement, so each transition changes $n$ by one. Each electron, of charge $e$, excites $0\to1$ with probability $f$, which gives the rate $s=fI/e$. Electrons drive $n\to n+1$ at $(n+1)s$ and $n\to n-1$ at $ns$, the latter on the assumption $eV\gg\hbar\omega$. The solid, at temperature $\Theta$, damps $1\to0$ at the rate $\gamma$ when cold. With $k_B$ the Boltzmann constant, its thermal occupation is

$$n_B=\frac{1}{e^{\hbar\omega/k_B\Theta}-1}.$$

The total upward and downward rates are

$$u_n=(n+1)U,\quad d_n=nD,\qquad U=s+\gamma n_B,\quad D=s+\gamma(1+n_B).$$

$P_n$ is the population of level $n$, and $\tau_n$ is the mean time to reach level $n+1$ for the first time, starting from level $n$. It obeys

$$u_n\tau_n=1+d_n\tau_{n-1}.$$

Summing the $\tau_n$ from level 0 to level $N$ gives the mean breaking time

$$\boxed{\;T=\frac1\gamma\sum_{m=1}^{N}\frac{r^m-1}{m},\qquad r=1+\frac1x,\qquad x=\frac U\gamma=\frac s\gamma+n_B\;}$$

The breaking rate is $R=1/T$. For small $x$ and $N\ge2$,

$$R=N\gamma x^N\left[1-\left(N+\frac N{N-1}\right)x+\dots\right].$$

If heat is negligible beside the current, the leading term is the power law

$$R\simeq N\gamma\left(\frac{fI}{e\gamma}\right)^{N}\propto I^N .$$

The local exponent $\alpha$, the slope of $\ln R$ against $\ln I$, is

$$\alpha=\frac{s}{\gamma x}\;\frac{r^N-1}{\displaystyle\sum_{m=1}^{N}\frac{r^m-1}{m}} .$$

The first factor is the share of the upward rate due to the current; the second describes the ladder.

## Conditions for the power law, and hydrogen on silicon

The symbols carried over are these. The bond starts in level 0 and breaks on reaching level $N$. Electrons excite $0\to1$ at the rate $s=fI/e$, the vibrational lifetime is $1/\gamma$, the thermal occupation is $n_B$, and $x=s/\gamma+n_B$, $r=1+1/x$. Upward and downward rates are $u_n=(n+1)U$ and $d_n=nD$ with $U=\gamma x$ and $D=U+\gamma$. The mean breaking time is $T=\gamma^{-1}\sum_{m=1}^N(r^m-1)/m$, the rate is $R=1/T$, and the local exponent is $\alpha=d\ln R/d\ln I$. For small $x$ the rate is $N\gamma x^N$ to leading order.

At a finite temperature the limit of vanishing current does not give the power $N$. With $s=0$ one has $x=n_B$ and $r=1+1/n_B=e^{\hbar\omega/k_B\Theta}$. For small $n_B$ the highest power in $T$ dominates and

$$R\simeq N\gamma\,e^{-N\hbar\omega/k_B\Theta},$$

which is thermal breaking over a barrier $N\hbar\omega$, with a prefactor $N\gamma$ set by how fast the solid supplies energy rather than by the vibrational frequency $\omega/2\pi$. It does not depend on the current, so $\alpha\to0$. The power law therefore lives in a window,

$$n_B\ll\frac s\gamma\ll\frac1N .$$

For the rate itself the lower end is stricter: since $x^N=(s/\gamma)^N(1+n_B\gamma/s)^N$, the product $Nn_B\gamma/s$ must be small. Inside the window both ends pull the exponent down. The share of the upward rate due to the current is $s/(\gamma x)=1-n_B/x$, and the ladder factor is $N[1-Nx/(N-1)]$ to first order. Their product is

$$\alpha\simeq N\left[1-\frac{n_B}{x}-\frac{N}{N-1}\,x\right].$$

The sum of the two losses is smallest where its derivative vanishes, $n_B/x^2=N/(N-1)$, that is at $x=\sqrt{n_B(N-1)/N}$. There the losses are equal, and

$$\alpha_{\max}\simeq N\left[1-2\sqrt{\frac{N\,n_B}{N-1}}\,\right].$$

Calling $1/T$ a rate supposes that the surviving fraction decays as a single exponential. This can be checked from the Laplace transform of the probability density of breaking times. Let $A$ be the matrix for which the bound populations obey $dP/dt=-AP$. It has $u_n+d_n$ on the diagonal, $-u_n$ just below it and $-d_{n+1}$ just above. The density of breaking times is $u_{N-1}P_{N-1}(t)$. With the start in level 0, the transformed populations solve $(p+A)\hat P=(1,0,\dots,0)^{\mathsf T}$. Cramer's rule gives $\hat P_{N-1}$ as a cofactor divided by $\det(p+A)$. Deleting the first row and the last column leaves a triangular matrix with diagonal entries $-u_0,\dots,-u_{N-2}$. Its determinant is $(-1)^{N-1}u_0\cdots u_{N-2}$, and the sign of the cofactor is also $(-1)^{N-1}$. Therefore

$$\hat F(p)=\frac{u_0u_1\cdots u_{N-1}}{\det(p+A)}=\prod_{i=1}^{N}\frac{\lambda_i}{p+\lambda_i},$$

where $\lambda_i$ are the eigenvalues of $A$. The second form uses $\hat F(0)=1$, since the bond breaks eventually, so that $\det A=u_0\cdots u_{N-1}$. The eigenvalues are real because opposite off-diagonal entries have positive products, which allows $A$ to be rescaled into a symmetric matrix; they are positive because the bound population dies out. The mean time is $-\hat F'(0)$, hence

$$T=\sum_{i=1}^{N}\frac1{\lambda_i}.$$

For $U\to0$ and $n_B=0$ the matrix becomes triangular, with diagonal entries $0,\gamma,2\gamma,\dots,(N-1)\gamma$. One eigenvalue $\lambda_1$ is then tiny and sets the long exponential decay. The others give only an initial delay,

$$T-\frac1{\lambda_1}\to\frac1\gamma\left(1+\frac12+\dots+\frac1{N-1}\right),$$

a few lifetimes, during which the ladder fills.

The exponent does not rest on the harmonic factors. For any ladder climbed in single steps, $u_n\tau_n=1+d_n\tau_{n-1}$ still holds. At weak driving the longest chain of factors dominates, and

$$R\simeq\frac{u_0u_1\cdots u_{N-1}}{d_1d_2\cdots d_{N-1}} .$$

If each $u_n$ is proportional to $I$ and each $d_n$ with $n\ge1$ tends to a nonzero constant, the exponent is $N$. If one upward step runs at a fixed rate, by heat for instance, one factor of $I$ is missing. All terms in $T$ are positive and cannot cancel, so the exponent is $N-1$. The exponent counts current-driven steps.

Jumps of two quanta change the count. At zero temperature each upward jump costs one factor of the current, and the path with the fewest jumps wins at the lowest currents. If two-quantum jumps are allowed at all, that number is $N/2$ for even $N$ and $(N+1)/2$ for odd $N$. A numerical solution for $N=12$ at $s/\gamma=10^{-8}$, with the two-quantum strength given below, has the exponent 6.000. The single-quantum condition is thus essential.

The removal of hydrogen from hydrogen-terminated Si(100) under a scanning tunnelling microscope gives the scale. Rough values are a quantum of 0.26 eV, a breaking energy of 3.1 eV, a lifetime of 10 ns, a yield $f=10^{-3}$, a bias of 2.5 V and a temperature of 300 K. The ratio $3.1/0.26=11.9$ is rounded up, so $N=12$. The damping rate is $\gamma=10^8\ \mathrm{s^{-1}}$, and $n_B=4.3\times10^{-5}$. At 3 nA

$$s=\frac{10^{-3}\times3\times10^{-9}\ \mathrm A}{1.602\times10^{-19}\ \mathrm C}=1.87\times10^7\ \mathrm{s^{-1}},\qquad \frac s\gamma=0.187,\qquad r=6.34 .$$

About 187 electrons pass in one lifetime, and they deliver 0.187 quanta to a bond in its ground level. The last term of the sum is $(r^{12}-1)/12=3.51\times10^8$ and the whole sum is $4.24\times10^8$. Division by $\gamma$ gives $T=4.24$ s, or $R=0.236\ \mathrm{s^{-1}}$. The delay $T-1/\lambda_1$ is 28 ns, so the decay is a single exponential for any practical purpose. Other currents at the same bias and yield give

| $I$ (nA) | $R$ ($\mathrm{s^{-1}}$) | $N\gamma(s/\gamma)^N$ ($\mathrm{s^{-1}}$) | $\alpha$ |
|---|---|---|---|
| 0.1 | $4.2\times10^{-18}$ | $4.2\times10^{-18}$ | 11.8 |
| 1 | $1.9\times10^{-6}$ | $4.2\times10^{-6}$ | 11.2 |
| 2 | $3.7\times10^{-3}$ | $1.7\times10^{-2}$ | 10.5 |
| 3 | 0.24 | 2.2 | 9.9 |
| 5 | 29 | $1.0\times10^{3}$ | 8.9 |

The close agreement at 0.1 nA is partly a cancellation. Heat raises the rate there by a relative amount $Nn_B\gamma/s$, about 8 per cent, and the first driving correction lowers it by about as much. The largest exponent, 11.84, also lies at 0.10 nA, and the estimate for $\alpha_{\max}$ gives the same value to these digits.

The exponent exceeds 11 from 0.008 to 1.3 nA. At the upper end of this range the rate is $4\times10^{-5}\ \mathrm{s^{-1}}$, a mean wait of about seven hours. In this model, then, a bond that breaks within seconds is already outside the strict power law. A straight line through the rates at 2 and 5 nA has the slope 9.8; taken as a number of rungs it would suggest ten instead of twelve.

Two consequences matter for writing patterns. If a neighbouring bond receives half the current at the same bias and yield, the rates at 3 and 1.5 nA differ by a factor of about 1400, where the pure power law would promise $2^{12}=4096$. This factor belongs to the harmonic single-quantum ladder; the two-quantum jumps treated below lower it to about 500, and the Morse ladder with all jumps between bound levels to about 300. And the mean charge needed per bond, $I/R$, is not constant: it is 12.7 nC at 3 nA and 0.17 nC at 5 nA. Dose alone does not fix the outcome; the current at which it is delivered matters too.

The neglected effects can be sized at 3 nA, each against the harmonic values $R=0.236\ \mathrm{s^{-1}}$ and $\alpha=9.93$. First, electrons lose and gain quanta at unequal rates. For a cold tip and sample with flat densities of states and energy-independent tunnelling, the range of initial energies that leaves an empty final state is $eV-\hbar\omega$ for a loss and $eV+\hbar\omega$ for a gain. The downward rate is larger by $2.76/2.24=1.23$. This lowers $R$ to 0.16 $\mathrm{s^{-1}}$ and $\alpha$ to 9.6. Second, if the bond breaks one rung earlier, $R$ rises to 1.4 $\mathrm{s^{-1}}$ and $\alpha$ falls to 9.1.

Anharmonicity is a larger matter. In a Morse potential, level $n$ lies $\chi(k-n)^2$ below dissociation. The conditions $\chi k^2=3.1$ eV and $\chi(2k-1)=0.26$ eV, which keep the breaking energy and the first quantum, give $\chi=5.7$ meV and $k=23.3$. There are then 24 bound levels, from $n=0$ to 23, about twice the harmonic count. The last gap is 9.5 meV, less than $k_B\Theta=25.9$ meV, so heat takes part in the upper steps.

The Morse potential also permits two-quantum jumps under linear coupling. Their strength from the ground level, relative to $0\to1$, is $\beta=0.011$. Put into the harmonic ladder with the weight $\beta(n+1)(n+2)/2$, for the electrons and the bath alike, they raise $R$ to 1.4 $\mathrm{s^{-1}}$ and lower $\alpha$ to 8.75. So small a strength matters because the competing path is itself slow. To leading order, two single steps from $n$ to $n+2$ have the effective rate $(n+1)s\,(n+2)s/[(n+1)\gamma]=(n+2)s^2/\gamma$. The double jump has $\beta s(n+1)(n+2)/2$, so the ratio of double to single is

$$\frac{\beta(n+1)}{2s/\gamma}\simeq0.03\,(n+1)\quad\text{at 3 nA},$$

which reaches about 0.3 at $n=10$. At this current $s/\gamma$ is not very small, and the estimate is somewhat low. Counting every single-quantum way of leaving level $n+1$ replaces $(n+1)\gamma$ by $(n+1)(\gamma+s)+(n+2)s$, and the ratio at $n=10$ becomes about 0.45. At lower currents the leading order suffices, and by it the double jump wins even from the ground level when $s/\gamma$ is below $\beta/2\approx0.005$, just under 0.1 nA. The exponents near 12 in the table are therefore those of the strict single-quantum model.

The full Morse ladder can be treated with the same linear coupling, a bath whose strength per squared matrix element is the same for every gap, thermal occupations and electron energy factors that follow each gap, and the last bound level counted as broken. With single jumps alone it gives $R=3\times10^{-7}\ \mathrm{s^{-1}}$ and $\alpha=14.8$. There are 23 steps, and both strong driving and thermal steps hold the exponent below 23; with driving alone, at zero temperature, it is 18.7. With all jumps between bound levels that the bias allows, $R=1.2\times10^{-3}\ \mathrm{s^{-1}}$ and $\alpha=9.2$. These figures leave out jumps straight into the dissociation continuum, which the bias opens from every level above about 0.6 eV; including them gives $R=3.6\times10^{-3}\ \mathrm{s^{-1}}$ and $\alpha=8.9$. At 3 nA the exponent is close to the harmonic one although the ladder and its jumps are quite different, so a slope near ten does not by itself establish the number of rungs. The closeness is confined to a few nanoamperes: with all jumps between bound levels the Morse exponent is 6.0 at 1 nA and 9.8 at 5 nA, rising with current where the harmonic one falls.

Set beside the real surface, the quantum, the bias and currents of a few nanoamperes are typical of such work. The yield and the lifetime are only rough values, and both enter steeply. Since the rate depends on the product $fI$, a 10 per cent change in $f$ at 3 nA, up or down, changes $R$ by a factor between 2.5 and 3. Halving the lifetime halves $s/\gamma$, as halving the current would, and doubles the prefactor $\gamma$; at 3 nA this lowers $R$ by a factor of about $1400/2=700$. A lifetime known only to an order of magnitude therefore leaves the absolute rate undetermined. A measured exponent near ten would not confirm the harmonic ladder either, because the Morse ladder with all jumps gives a similar one between 3 and 5 nA. Of the assumptions tested here, equal spacing with single-quantum jumps matters most. Replacing the harmonic ladder by the Morse ladder lowers the rate at 3 nA by a factor of about 200 with all jumps between bound levels (about 70 when jumps into the continuum are added) and about 800 000 with single jumps. These factors depend strongly on how the damping varies with the gap. With a bath strength proportional to the gap, the two bound-level factors fall to about 13 and 750, and on the real surface gaps small enough to lie in the silicon phonon band are expected to damp much faster than the first quantum. Absolute rates from the harmonic formula are therefore not predictions unless $f$ and $N$ have been fitted, and a fitted $N$ is then an effective number. Exchange of quanta between neighbouring bonds, and any lowering of the barrier by the field of the tip beyond the one-rung estimate, are left out. Most of the values quoted here are collected in the numerical output that follows; the others follow from them by simple arithmetic or from the same rate equations with the stated change.

## Computed values

```
quantum 0.26 eV, breaking energy 3.1 eV, bias 2.5 V
lifetime 10.0 ns, yield f 1.0e-03, temperature 300.0 K
rungs to climb N = 12
damping rate gamma = 1.000e+08 1/s
thermal occupation n_B = 4.288e-05
current nA | s/gamma | exact rate 1/s | power law 1/s | local exponent
 0.1 | 0.00624 | 4.195e-18 | 4.194e-18 | 11.837
 1.0 | 0.06242 | 1.913e-06 | 4.194e-06 | 11.222
 2.0 | 0.12483 | 3.693e-03 | 1.718e-02 | 10.541
 3.0 | 0.18725 | 2.358e-01 | 2.229e+00 | 9.929
 5.0 | 0.31208 | 2.913e+01 | 1.024e+03 | 8.875
apparent exponent between 2 and 5 nA = 9.79
at 3.0 nA: s = 1.872e+07 1/s, r = 6.3394
at 3.0 nA: sum = 4.2418e+08, last term = 3.5105e+08
at 3.0 nA: mean breaking time = 4.242 s
at 3.0 nA: electrons per vibrational lifetime = 187.2
at 3.0 nA: lag T - 1/lambda_1 = 28.1 ns
weak-driving lag H_(N-1)/gamma = 30.2 ns
rate ratio 3 nA to 1.5 nA = 1392
pure power law ratio 2^N = 4096
exponent above N-1 from 0.0076 nA to 1.315 nA
rate at upper end of that window = 4.02e-05 1/s
largest exponent = 11.837 at 0.100 nA
estimate of largest exponent = 11.836
thermal rate without current = 4.63e-44 1/s
Morse: bound levels = 24, chi = 5.69 meV
Morse: last gap = 9.51 meV, kT = 25.85 meV
Morse: strength of 0->2 relative to 0->1 = 0.01093
electron-driven down/up ratio at this bias = 1.232
neglected effects at 3.0 nA: rate 1/s | local exponent
harmonic model: 2.358e-01 | 9.93
unequal down/up: 1.610e-01 | 9.63
two-quantum jumps: 1.392e+00 | 8.75
one rung fewer: 1.367e+00 | 9.08
Morse, single jumps: 2.960e-07 | 14.81
Morse, all jumps: 1.157e-03 | 9.17
two-quantum jumps, cold, s/gamma = 1e-8: exponent = 6.000
```
